# Hydrogen desorption from paired dimers: between first and second order: a numerical check

```python
"""Hydrogen desorption from a lattice of independent two-site dimers.

Result under test: with fast hydrogen diffusion, -d(theta)/dt = k*d, where
    d = theta - 2 theta (1-theta)/(1+R),
    R = sqrt(1 + 4 (q-1) theta (1-theta)),
and the local desorption order is n = 1 + 1/R.
theta: hydrogen atoms per site; d: fraction of doubly occupied dimers;
q = exp(pairing energy / kT); k: desorption rate constant of a paired dimer;
z: hydrogen activity, with one-dimer grand sum 1 + 2 z + q z^2.
The integrated rate law and the apparent activation energy are tested too.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import gammaln


# ---------- derived formulas ----------
def root_R(theta, q):
    return np.sqrt(1 + 4 * (q - 1) * theta * (1 - theta))


def populations(theta, q):
    """Fractions of doubly occupied, singly occupied and empty dimers."""
    half_single = 2 * theta * (1 - theta) / (1 + root_R(theta, q))
    return theta - half_single, 2 * half_single, 1 - theta - half_single


def order(theta, q):
    return 1 + 1 / root_R(theta, q)


def activation_energy(theta, q, barrier, pairing):
    return barrier - pairing * populations(theta, q)[2] / root_R(theta, q)


def time_parts(theta_start, theta_end, q):
    """Logarithmic, reciprocal and arctangent parts of k*t, for q > 1."""
    root = np.sqrt(q - 1)

    def state(theta):
        if theta == 1:
            return 1.0, 0.0, np.pi / 2
        double, single, empty = populations(theta, q)
        z = single / (2 * empty)
        return double, 1 / z, np.arctan((1 + q * z) / root)

    d0, inverse0, angle0 = state(theta_start)
    d1, inverse1, angle1 = state(theta_end)
    return np.array([(1 - 1 / q) * np.log(d0 / d1),
                     (inverse1 - inverse0) / q,
                     -2 * root / q * (angle0 - angle1)])


# ---------- independent numerical roads ----------
def canonical_pairs(dimers, atoms, q):
    """Mean number of paired dimers from the sum over all arrangements."""
    double = np.arange(max(0, atoms - dimers), atoms // 2 + 1)
    single = atoms - 2 * double
    empty = dimers - double - single
    logw = (single * np.log(2) + double * np.log(q) - gammaln(double + 1)
            - gammaln(single + 1) - gammaln(empty + 1))
    weight = np.exp(logw - logw.max())
    return np.sum(double * weight) / np.sum(weight)


def numeric_d(theta, q):
    """Paired fraction by solving for the activity that gives theta."""
    def excess(log_z):
        z = np.exp(log_z)
        return (z + q * z * z) / (1 + 2 * z + q * z * z) - theta
    z = np.exp(brentq(excess, -40, 40, xtol=1e-14, rtol=1e-14))
    return q * z * z / (1 + 2 * z + q * z * z)


def numeric_order(theta, q):
    step = 1e-4 * min(theta, 1 - theta)
    high, low = theta + step, theta - step
    return (np.log(numeric_d(high, q) / numeric_d(low, q))
            / np.log(high / low))


def numeric_time(theta_start, theta_end, q):
    def integrand(log_theta):
        theta = np.exp(log_theta)
        return theta / numeric_d(theta, q)
    return quad(integrand, np.log(theta_end), np.log(theta_start),
                epsabs=1e-10, epsrel=1e-9, limit=200)[0]


# ---------- model parameters ----------
kB = Boltzmann / elementary_charge
temperature = 800.0
pairing = 0.25
barrier = 2.5
prefactor = 1e15
kT = kB * temperature
q = np.exp(pairing / kT)
k = prefactor * np.exp(-barrier / kT)

# Large canonical lattices: attraction, no interaction, repulsion.
dimers = 20000
for q_test in (q, 1.0, 0.3):
    for theta in (0.02, 0.2, 0.5, 0.9):
        atoms = round(2 * dimers * theta)
        mean = canonical_pairs(dimers, atoms, q_test)
        # The finite-lattice correction to the mean count is below one dimer.
        assert abs(mean / dimers - populations(theta, q_test)[0]) < 1 / dimers
        step = round(0.01 * atoms)
        slope = (np.log(canonical_pairs(dimers, atoms + step, q_test)
                        / canonical_pairs(dimers, atoms - step, q_test))
                 / np.log((atoms + step) / (atoms - step)))
        # Finite-size error is of the order of one over the atom number.
        assert abs(slope - order(theta, q_test)) < 5e-3

# Site-resolved stochastic dynamics on a ring of four dimers.
small_dimers = 4
sites = 2 * small_dimers
states = np.arange(2**sites)
bits = (states[:, None] >> np.arange(sites)) & 1
number = bits.sum(axis=1)
paired = (bits[:, 0::2] * bits[:, 1::2]).sum(axis=1)


def generator(hop):
    """Rates in units of k; hops obey detailed balance."""
    matrix = np.zeros((len(states), len(states)))
    for old in states:
        for i in range(sites):
            j = (i + 1) % sites
            if bits[old, i] != bits[old, j]:
                new = old ^ (1 << i) ^ (1 << j)
                gain = float(paired[new] - paired[old])
                matrix[new, old] += hop * min(1.0, q**gain)
        for i in range(0, sites, 2):
            if bits[old, i] and bits[old, i + 1]:
                matrix[old ^ (3 << i), old] += 1
    matrix -= np.diag(matrix.sum(axis=0))
    return matrix


equilibrium_time = 0.0
for atoms in range(2, sites + 1, 2):
    chosen = number == atoms
    weight = q**paired[chosen].astype(float)
    mean = np.sum(weight * paired[chosen]) / np.sum(weight)
    assert abs(mean - canonical_pairs(small_dimers, atoms, q)) < 1e-10
    equilibrium_time += 1 / mean

active = np.where((number > 0) & (number % 2 == 0))[0]
full_position = np.where(active == states[-1])[0][0]
emptying = {}
for hop in (1.0, 100.0, 1e6):
    block = generator(hop)[np.ix_(active, active)]
    times = np.linalg.solve(block.T, -np.ones(len(active)))
    emptying[hop] = times[full_position]
assert abs(emptying[1e6] / equilibrium_time - 1) < 1e-3
assert (abs(emptying[100.0] - equilibrium_time)
        < abs(emptying[1.0] - equilibrium_time))

start = np.zeros(len(states))
start[-1] = 1
for reduced_t in (0.5, 2.0):
    frozen = expm(generator(0.0) * reduced_t) @ start
    assert abs(frozen @ number / sites - np.exp(-reduced_t)) < 1e-10

# Order: minimum, first-order window, and both edges of coverage.
grid = np.linspace(0.01, 0.99, 99)
slopes = np.array([numeric_order(x, q) for x in grid])
assert abs(grid[np.argmin(slopes)] - 0.5) < 0.011
assert abs(slopes.min() - (1 + 1 / np.sqrt(q))) < 1e-5
assert np.all((slopes > 1) & (slopes < 2))
delta = 0.2
product = (1 / delta**2 - 1) / (4 * (q - 1))
window_low = (1 - np.sqrt(1 - 4 * product)) / 2
window_high = 1 - window_low
for edge in (window_low, window_high):
    assert abs(numeric_order(edge, q) - 1 - delta) < 1e-5
assert abs(numeric_order(1e-5, q) - 2) < 2e-3
assert abs(numeric_order(1 - 1e-5, q) - 2) < 2e-3
tiny = 1e-4
series = q * tiny**2 - 2 * q * (q - 1) * tiny**3
assert abs(numeric_d(tiny, q) / series - 1) < 1e-4
vacancy = 1e-5
assert abs((1 - numeric_d(1 - vacancy, q)) / (2 * vacancy) - 1) < 1e-3

# At low coverage the paired share of hydrogen alone fixes the order.
for strong_q in (q, 1e4, 1e6):
    theta = 0.3 / strong_q
    share = numeric_d(theta, strong_q) / theta
    assert abs(numeric_order(theta, strong_q) - 2 / (1 + share)) < 0.01

# A small fraction of paired dimers need not mean second order.
strong_pairing = 0.50
strong_q = np.exp(strong_pairing / kT)
scarce_theta = 0.01
scarce_d = numeric_d(scarce_theta, strong_q)
scarce_order = numeric_order(scarce_theta, strong_q)
assert scarce_d < 0.01 and scarce_order < 1.2
assert abs(scarce_order - order(scarce_theta, strong_q)) < 1e-5

# Integrated law and its late second-order limit.
for theta_start, theta_end in ((1.0, 0.5), (1.0, 0.001), (0.8, 0.05)):
    direct = numeric_time(theta_start, theta_end, q)
    derived = time_parts(theta_start, theta_end, q).sum()
    assert abs(derived / direct - 1) < 1e-6
late_slope = (2e5 - 1e5) / numeric_time(1e-5, 5e-6, q)
assert abs(late_slope / q - 1) < 2e-3

# Apparent activation energy from a finite temperature change.
coverages = (0.999, 0.9, 0.5, 0.2, 0.1, 0.02, 0.001)
beta = 1 / kT
beta_step = 1e-4 * beta


def log_rate(theta, inverse_energy):
    return (np.log(prefactor) - barrier * inverse_energy
            + np.log(numeric_d(theta, np.exp(pairing * inverse_energy))))


for theta in coverages:
    measured = -(log_rate(theta, beta + beta_step)
                 - log_rate(theta, beta - beta_step)) / (2 * beta_step)
    assert abs(measured - activation_energy(theta, q, barrier, pairing)) < 1e-5
assert abs(activation_energy(1e-6, q, barrier, pairing)
           - (barrier - pairing)) < 1e-3
assert abs(activation_energy(1 - 1e-6, q, barrier, pairing) - barrier) < 1e-3

# ---------- printed results ----------
print(f"temperature = {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"pairing energy = {pairing:.2f} eV; barrier = {barrier:.2f} eV")
print(f"prefactor = {prefactor:.1e} 1/s")
print(f"pairing factor q = {q:.3f} (no unit)")
print(f"rate constant k = {k:.4f} 1/s")
print(f"low-coverage second-order constant k*q = {k*q:.3f} 1/s")
print(f"minimum order, at theta 0.5 = {order(0.5, q):.4f}")
print(f"order <= {1+delta:.1f} for theta {window_low:.4f} to {window_high:.4f}")
print("Populations: theta, double, single, empty (fractions)")
for theta in coverages:
    double, single, empty = populations(theta, q)
    print(f"{theta:.3f}  {double:.4e}  {single:.4e}  {empty:.4e}")
print("theta, paired share, order, rate (1/s), E_app (eV)")
for theta in coverages:
    double = populations(theta, q)[0]
    energy = activation_energy(theta, q, barrier, pairing)
    print(f"{theta:.3f}  {double/theta:.4f}  {order(theta, q):.4f}"
          f"  {k*double:.4e}  {energy:.4f}")
print("From full layer: theta, kt, first-order kt, time (s)")
for theta in (0.5, 0.1, 0.01, 0.001):
    reduced = time_parts(1.0, theta, q).sum()
    print(f"{theta:.3f}  {reduced:.4f}  {-np.log(theta):.4f}  {reduced/k:.2f}")
print("Parts of kt: theta, logarithm, reciprocal, arctangent")
for theta in (0.5, 0.1, 0.01, 0.001):
    parts = time_parts(1.0, theta, q)
    print(f"{theta:.3f}  {parts[0]:.4f}  {parts[1]:.4f}  {parts[2]:.4f}")
print(f"Strong pairing = {strong_pairing:.2f} eV; q = {strong_q:.1f}")
print(f"theta = {scarce_theta:.2f}: paired dimer fraction = {scarce_d:.5f}")
print(f"paired share = {scarce_d/scarce_theta:.4f}; order = {scarce_order:.4f}")
print("Four dimers, mean emptying time in units of 1/k:")
for hop, value in emptying.items():
    print(f"hop rate/k = {hop:.0e}: {value:.4f}")
print(f"fast-hopping prediction: {equilibrium_time:.4f}")
print("finished without a failed check")
```

Printed output:

```
temperature = 800 K; kT = 0.06894 eV
pairing energy = 0.25 eV; barrier = 2.50 eV
prefactor = 1.0e+15 1/s
pairing factor q = 37.578 (no unit)
rate constant k = 0.1781 1/s
low-coverage second-order constant k*q = 6.693 1/s
minimum order, at theta 0.5 = 1.1631
order <= 1.2 for theta 0.2068 to 0.7932
Populations: theta, double, single, empty (fractions)
0.999  9.9804e-01  1.9299e-03  3.5058e-05
0.900  8.6222e-01  7.5566e-02  6.2217e-02
0.500  4.2987e-01  1.4025e-01  4.2987e-01
0.200  1.4613e-01  1.0773e-01  7.4613e-01
0.100  6.2217e-02  7.5566e-02  8.6222e-01
0.020  6.7864e-03  2.6427e-02  9.6679e-01
0.001  3.5058e-05  1.9299e-03  9.9804e-01
theta, paired share, order, rate (1/s), E_app (eV)
0.999  0.9990  1.9341  1.7776e-01  2.5000
0.900  0.9580  1.2657  1.5357e-01  2.4959
0.500  0.8597  1.1631  7.6566e-02  2.4825
0.200  0.7307  1.2024  2.6028e-02  2.4622
0.100  0.6222  1.2657  1.1082e-02  2.4427
0.020  0.3393  1.5085  1.2087e-03  2.3771
0.001  0.0351  1.9341  6.2443e-06  2.2669
From full layer: theta, kt, first-order kt, time (s)
0.500  0.7585  0.6931  4.26
0.100  2.9377  2.3026  16.49
0.010  8.8700  4.6052  49.80
0.001  37.0587  6.9078  208.06
Parts of kt: theta, logarithm, reciprocal, arctangent
0.500  0.8218  0.1631  -0.2264
0.100  2.7032  0.6073  -0.3728
0.010  5.9217  3.3860  -0.4377
0.001  9.9855  27.5241  -0.4510
Strong pairing = 0.50 eV; q = 1412.1
theta = 0.01: paired dimer fraction = 0.00768
paired share = 0.7682; order = 1.1326
Four dimers, mean emptying time in units of 1/k:
hop rate/k = 1e+00: 2.3754
hop rate/k = 1e+02: 2.3103
hop rate/k = 1e+06: 2.3080
fast-hopping prediction: 2.3080
finished without a failed check
```
